# Is the self-consistent RPA energy an upper bound?

**The argument under review**

The manuscript computes the ground state of the helium atom in the random-phase approximation (RPA). It varies a local potential until the RPA energy is lowest, and then argues as follows: the energy was minimized, so the method is variational; a variational energy is an upper bound; hence the exact energy lies at or below the result, and among several potentials or methods the lowest energy is the most accurate.

The first step can be accepted with a qualification given below. The second does not follow. "Variational" is used in two senses, and only one of them carries a bound. To see which one applies, the minimized quantity must be written out.

**What is being minimized**

I take the nucleus as fixed, neglect relativity, and use Rydberg atomic units: the kinetic operator is $-\nabla^2$, $e^2=2$, and lengths are in bohr. For helium

$$H=\sum_{i=1}^{2}\left(-\nabla_i^2-\frac{4}{r_i}\right)+\hat W,\qquad \hat W=\frac{2}{r_{12}} .$$

A local potential $v(\mathbf r)$ defines orbitals, orbital energies and a ground determinant $\Phi[v]$, assumed non-degenerate. The functional is

$$E_{\rm RPA}[v]=\langle\Phi[v]|H|\Phi[v]\rangle+E_c[v].$$

The first term does carry a bound. Expand $\Phi=\sum_k a_k\Psi_k$ in exact eigenstates with energies $E_k\ge E_0$. Since $\sum_k|a_k|^2=1$,

$$\langle\Phi|H|\Phi\rangle-E_0=\sum_k|a_k|^2(E_k-E_0)\ge 0 .$$

The proof needs an expectation value of the true $H$ in a normalized state. The question is whether adding $E_c[v]$ preserves the inequality, so its origin and sign matter.

**Origin of the correlation term**

Scale the repulsion to $\lambda\hat W$, with $0\le\lambda\le1$, and let a one-body potential $u_\lambda$ hold the density $n$ fixed. The Hellmann–Feynman theorem gives

$$\frac{dE_\lambda}{d\lambda}=\langle\hat W\rangle_\lambda+\int n\,\frac{du_\lambda}{d\lambda}\,d\mathbf r .$$

Integrate from $\lambda=0$, where $E_{\lambda=0}=T_s+\int n u_0$ with $T_s$ the kinetic energy of $\Phi$, to $\lambda=1$, where $u_1$ is the nuclear potential. The terms in $u_0$ cancel, and the energy is $\langle\Phi|H|\Phi\rangle$ plus

$$E_c=\int_0^1 d\lambda\left(\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0\right).$$

Let $w(\mathbf r,\mathbf r')=2/|\mathbf r-\mathbf r'|$. The repulsion is half the integral of $w$ times $\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)$. As the density does not depend on $\lambda$, the delta term and the product of mean densities cancel in the difference. What remains is the change in the fluctuations $\langle\delta\hat n\,\delta\hat n'\rangle$.

These follow from the density response $\chi$. With real transition densities $\rho_s=\langle0|\hat n|s\rangle$ and excitation energies $\omega_s$, first-order perturbation theory at imaginary frequency $i\nu$ gives

$$\chi(i\nu)=\sum_{s>0}\rho_s\rho_s'\left(\frac{1}{i\nu-\omega_s}-\frac{1}{i\nu+\omega_s}\right)=-\sum_{s>0}\frac{2\omega_s}{\omega_s^2+\nu^2}\,\rho_s\rho_s' .$$

Since $\int_0^\infty (d\nu/\pi)\,2\omega_s/(\omega_s^2+\nu^2)=1$, completeness gives $\langle\delta\hat n\,\delta\hat n'\rangle=\sum_{s>0}\rho_s\rho_s'=-\int_0^\infty(d\nu/\pi)\,\chi(i\nu)$. Therefore

$$E_c=-\int_0^1 d\lambda\int_0^\infty\frac{d\nu}{2\pi}\,{\rm Tr}\,[w(\chi_\lambda-\chi_0)] .$$

So far this is exact if $v$ yields the exact density. The approximation enters through $\chi_\lambda$. In direct RPA the electrons respond as independent particles in $v$ to the applied perturbation plus the Coulomb potential of the induced density:

$$\chi_\lambda=\chi_0+\lambda\chi_0w\chi_\lambda .$$

Define $X=-w^{1/2}\chi_0w^{1/2}$, which has no negative eigenvalues because $-\chi_0$ has none. Multiplying the response equation by $w^{1/2}$ on both sides gives $w^{1/2}\chi_\lambda w^{1/2}=-(1+\lambda X)^{-1}X$. Hence

$$E_c=\int_0^\infty\frac{d\nu}{2\pi}\int_0^1d\lambda\,{\rm Tr}\left[\frac{X}{1+\lambda X}-X\right]
=\int_0^\infty\frac{d\nu}{2\pi}\,{\rm Tr}\,[\ln(1+X)-X].$$

This expression is now used for every trial $v$, whether or not its density is exact. Nothing in the construction supplies a normalized state whose expectation value of $H$ equals $E_{\rm RPA}[v]$, so the proof of the bound cannot be transferred.

**The sign of the correlation term**

The function $f(x)=\ln(1+x)-x$ has $f(0)=0$ and $f'(x)=-x/(1+x)<0$ for $x>0$. Thus $E_c<0$ unless $X$ vanishes. A negative correction to an upper bound may land on either side of the exact energy.

For $g$ electrons in a 1s orbital ($g=1$ for hydrogen, $g=2$ for helium), let $\omega_n$ be the energy of the excitation $1s\to n$, and define

$$d_n=\frac{2\omega_n}{\omega_n^2+\nu^2},\qquad K_{nm}=\int\!\!\int\varphi_{1s}\varphi_n(\mathbf r)\,w(\mathbf r,\mathbf r')\,\varphi_{1s}\varphi_m(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

Then $\chi_0=-g\sum_n d_n(\varphi_{1s}\varphi_n)(\varphi_{1s}\varphi_n)'$. This means $X=BB^T$, where column $n$ of $B$ is $w^{1/2}\sqrt{g d_n}\,\varphi_{1s}\varphi_n$. The matrix

$$(B^TB)_{nm}=g\sqrt{d_n}\,K_{nm}\sqrt{d_m}$$

has the same nonzero eigenvalues and can replace $X$ in the trace. In an atom it separates into angular channels $l$, each occurring $2l+1$ times. Every channel contributes a negative amount, so at fixed $v$ leaving out high $l$ makes $E_{\rm RPA}$ too high.

**A counterexample with one electron**

Take hydrogen and choose $v=-2/r$, the nuclear potential itself. The orbital is exact, so the first term of the functional equals the exact energy, $-1$ Ry. The elements $K_{nm}$ do not all vanish, hence $E_c<0$ and

$$E_{\rm RPA}[-2/r]=-1\ {\rm Ry}+E_c<-1\ {\rm Ry}.$$

No numerical work is needed to reach this conclusion. The computed value, with $l\le12$, is $E_c=-0.0416$ Ry and a total of $-1.0416$ Ry. Lowering the functional by varying $v$ can only move it further from the exact energy. The same reasoning holds for any one-electron system with a non-degenerate bound ground state.

The fault is easy to identify. One electron has no partner, so $\langle\hat W\rangle_\lambda=0$ at every $\lambda$ and the correct $E_c$ is zero. In direct RPA the electron responds to the Coulomb potential of its own induced density.

**What minimization does guarantee**

Self-consistency requires $\delta E_{\rm RPA}/\delta v(\mathbf r)=0$, apart from a constant shift of $v$, which changes nothing. This is a stationarity condition; whether the point is a minimum depends on the second variation. If it is the minimum over a set of potentials, then

$$E_{\rm RPA}[v_{\rm min}]\le E_{\rm RPA}[v]$$

for every $v$ in that set. This inequality compares values of one approximate functional with each other. The exact energy does not appear in it.

To inspect helium, I write

$$v=-\frac4r+\frac12v_H+\sum_kc_kw_k(r),$$

where $v_H$ is the Hartree potential of the Hartree–Fock density. With all $c_k=0$ this is the exact-exchange potential: each of the two electrons feels the repulsion of the other one, which is half of $v_H$. The determinant then has the Hartree–Fock energy.

With the three shapes $w_k=e^{-0.7r}$, $e^{-1.5r}$, $e^{-3.5r}$ and $l\le6$ in the optimization, the remaining gradient is a few times $10^{-6}$ Ry per Ry. The finite-difference value is $1.3\times10^{-6}$, and the step of $0.02$ Ry adds an error of about $3\times10^{-6}$. The curvatures run from about $5\times10^{-5}$ to $0.145$ Ry per Ry$^2$. The smallest one is $4.5\times10^{-5}$ with step $0.02$ and $5.1\times10^{-5}$ with step $0.005$. All are positive, so the point is a local minimum in this family. Along the softest direction the coefficients $c_k$ can change appreciably with little change of energy, so they are less well determined than the energy.

A further search with two added shapes reported a gain of zero: it did not improve on its starting point. I do not read this as a measure of the distance to the unrestricted minimum, and a global minimum has not been proved. Neither is needed here. If one admissible potential gives an energy below the exact one, the infimum over all potentials is below it too.

The results with $l\le12$ are, in Ry:

| Potential | $\langle H\rangle$ | $E_c$ | $E_{\rm RPA}$ |
|---|---:|---:|---:|
| $-4/r$ | −5.5000 | −0.1665 | −5.6665 |
| $-4/r+v_H/2$ | −5.7234 | −0.1669 | −5.8902 |
| $-4/r+v_H$ | −3.9768 | −0.1877 | −4.1646 |
| optimized | −5.7231 | −0.1674 | −5.8905 |

In the fully screened potential $-4/r+v_H$ the 1s orbital is weakly bound and diffuse, and the last digit of that row depends on the radial box of 30 bohr: a box of 60 bohr or more gives $-3.9765$, $-0.1878$ and $-4.1643$ Ry, a shift of $0.0003$ Ry in the total. From the exact-exchange to the optimized potential, $\langle H\rangle$ rises by $0.00025$ Ry while $E_c$ falls by $0.00049$ Ry. The net lowering is $0.00024$ Ry. Optimization accepts a slightly worse determinant in exchange for more RPA correlation energy.

**Is the helium result below the exact energy?**

Comparison with an accurate variational calculation is not sufficient. That calculation gives an upper bound, and a number below an upper bound may still be above the exact energy. A lower bound is required.

Let $\Psi$ be a normalized trial function, symmetric under exchange of the two positions, with mean energy $E$ and variance $\sigma^2=\langle H^2\rangle-E^2$. Let $b$ lie at or below the second level $E_1$ of this symmetry, and let $E<b$. The operator $(H-E_0)(H-b)$ gives zero on the ground state and a non-negative number on every higher state. Its mean value is therefore non-negative:

$$\langle H^2\rangle-(E_0+b)E+E_0b\ge0 .$$

Insert $\langle H^2\rangle=\sigma^2+E^2$ and collect the terms in $E_0$:

$$\sigma^2+E(E-b)\ge E_0(E-b).$$

Division by the negative number $E-b$ reverses the sign and gives Temple's inequality,

$$E_0\ge E-\frac{\sigma^2}{b-E}.$$

For $b$, drop the repulsion. Since $\hat W$ is positive, the min–max principle says that no ordered level of $H$ lies below the corresponding level without $\hat W$. One electron in the field of the helium nucleus has levels $-4/n^2$ Ry. The lowest symmetric two-electron level is then $-8$ Ry and the second is $b=-4-1=-5$ Ry.

A trial function of 22 terms, containing powers of $r_1$, $r_2$ and $r_{12}$ times a decaying exponential, gives $E=-5.8074$ Ry and $\sigma^2=0.0065$ Ry$^2$. Thus $b-E=0.8074$ Ry, the correction is $0.0065/0.8074=0.0081$ Ry, and

$$-5.8155\ {\rm Ry}\le E_0\le-5.8074\ {\rm Ry}.$$

The optimized RPA energy is $-5.8905$ Ry, or $-80.14$ eV. It lies below the lower bound by $0.0750$ Ry, or $1.02$ eV, and below the trial energy by $0.0831$ Ry. For this computed energy the violation of the supposed bound is therefore between these two values; for the fully converged RPA minimum the first value remains a lower limit on the violation.

The approximations in the calculation do not create it. The restricted family of potentials and the omitted channels both leave the RPA minimum too high. The estimated contribution from $l>12$ is $-0.0001$ Ry, and a finer radial grid changes the energy with $l\le6$ by about $10^{-6}$ Ry. The numerical check checks these steps numerically.

Truncation can, however, hide the violation. At the optimized potential the channel $l=0$ contributes $-0.0595$ Ry, which gives

$$-5.7231-0.0595=-5.7826\ {\rm Ry},$$

above the exact energy. Adding $l=1$, which contributes $-0.0865$ Ry, gives $-5.8691$ Ry, below it. An RPA energy found above the exact one in a small basis is thus no evidence for a bound.

**Where the excess comes from**

The response equation can be resolved by spin. Let $\chi_0^\sigma$ be the independent-particle response of spin $\sigma$, so that $\chi_0=\chi_0^\uparrow+\chi_0^\downarrow$. The Coulomb potential does not distinguish spins:

$$\chi_\lambda^{\sigma\sigma'}=\delta_{\sigma\sigma'}\chi_0^\sigma+\lambda\chi_0^\sigma w\,R^{\sigma'},\qquad R^{\sigma'}=\sum_\tau\chi_\lambda^{\tau\sigma'} .$$

Summing the first equation over $\sigma$ gives $R^{\sigma'}=\chi_0^{\sigma'}+\lambda\chi_0wR^{\sigma'}$, hence $R^{\sigma'}=(1-\lambda\chi_0w)^{-1}\chi_0^{\sigma'}$. Substitution yields

$$\chi_\lambda^{\sigma\sigma'}-\delta_{\sigma\sigma'}\chi_0^\sigma=\lambda\chi_0^\sigma w(1-\lambda\chi_0w)^{-1}\chi_0^{\sigma'} .$$

In closed-shell helium $\chi_0^\uparrow=\chi_0^\downarrow=\chi_0/2$. The right side is then the same for all four spin combinations, and two of them are parallel. Half of $E_c$ therefore comes from parallel spins. A division through pair-excitation amplitudes gives a parallel fraction of $0.500000$ in the $l=1$ channel; it rests on the same spin-independent coupling and equal orbitals, so it is a consistency check rather than separate evidence.

But the helium ground state has one electron of each spin. There is no parallel pair at any $\lambda$, so the correct parallel contribution is zero. As in hydrogen, this half is self-correlation. Removing it at the optimized potential gives

$$\langle H\rangle+\tfrac12E_c=-5.7231-0.0837=-5.8068\ {\rm Ry},$$

which is $0.0006$ Ry above the trial energy. The removed half, $0.0837$ Ry, is slightly larger than the largest violation the bracket allows for this energy, $0.0831$ Ry, so in helium the parallel half alone is large enough to cover the whole violation. It is not all of the self-interaction: from third order on, the antiparallel half contains terms such as $\chi_0^\uparrow w\chi_0^\uparrow w\chi_0^\downarrow$, in which an electron still responds to its own induced field. At third order these terms raise the energy, so removing them lowers it again, and the close agreement found here belongs to this particular way of removing the self-correlation. The corrected number is still not an expectation value of $H$, and its position above the trial energy is a result for this atom, not a new bound. With several electrons of the same spin, real parallel pairs exist, and discarding the whole parallel half would no longer be justified.

**Consequences for the manuscript**

The ranking of methods by lowest energy has to be withdrawn. The optimized RPA energy is $0.0831$ Ry lower than the 22-term trial energy. Yet by the bracket it misses $E_0$ by at least $0.0750$ Ry, while the trial energy misses it by at most $0.0081$ Ry. Here the lower energy is the less accurate one. Within RPA, a lower energy does identify a better approach to the minimum of $E_{\rm RPA}[v]$; it does not identify a better approximation to $E_0$.

The claim of an upper bound should be replaced by the statement that the potential was optimized for the RPA functional, with the tested family and angular cutoff specified. Nor should the opposite rule be put in its place. The energy is below the exact one in the one-electron case and in helium, but the arguments above do not fix the sign of the RPA error for every many-electron system.

## Computed results

```
EXACT HELIUM ENERGY, BRACKETED
trial functions: 22
upper bound: -5.807402 Ry
variance: 0.006495 Ry^2
lower bound on second level: -5.000 Ry
Temple lower bound: -5.815447 Ry
HYDROGEN, v = -2/r
determinant energy: -1.000000 Ry
RPA correlation, l <= 12: -0.041634 Ry
RPA total: -1.041634 Ry
HELIUM, FIXED POTENTIALS -4/r + fraction*v_H
fraction, <H>, E_c, E_RPA (last three in Ry)
0.0  -5.500000  -0.166538  -5.666538
0.5  -5.723360  -0.166889  -5.890249
1.0  -3.976812  -0.187749  -4.164562
Hartree-Fock energy: -5.723360 Ry
HELIUM, SELF-CONSISTENT RPA
largest gradient, 3 shapes: 1.3e-06 Ry per Ry
smallest curvature, 3 shapes: 4.52e-05 Ry per Ry^2
largest curvature, 3 shapes: 1.45e-01 Ry per Ry^2
energy gain from 3 to 5 shapes: 0.00e+00 Ry
change on finer grid: -1.4e-06 Ry
1s level: -1.81079 Ry
<H> at minimum: -5.723108 Ry
E_c at minimum, l <= 12: -0.167376 Ry
E_RPA at minimum, l <= 12: -5.890484 Ry
E_RPA at minimum: -80.144 eV
E_c channel l = 0: -0.059524 Ry
E_c channel l = 1: -0.086491 Ry
E_c channel l = 2: -0.014257 Ry
E_c channel l = 3: -0.004008 Ry
E_c channel l = 6: -0.000359 Ry
E_c channel l = 12: -0.000027 Ry
l = 7 to 12, explicit: -0.000526 Ry
l = 7 to 12, predicted from l = 6: -0.000519 Ry
estimated tail l > 12: -0.000100 Ry
E_RPA with estimated tail: -5.89058 Ry
SIZE AND ORIGIN OF THE VIOLATION
Temple bound minus E_RPA: 0.07504 Ry
Temple bound minus E_RPA: 1.021 eV
trial upper bound minus E_RPA: 0.08308 Ry
parallel-spin fraction of E_c, l = 1: 0.500000
<H> + E_c/2 at minimum: -5.806796 Ry
its offset from trial energy: 0.000606 Ry
```
